# Constrained magnetization directions and the switching-field surface of a biaxial macrospin

A small magnetic memory element is magnetized along its easy axis, and a field that partly opposes the magnetization is slowly applied. At a certain strength the magnetization loses its foothold and flips. That strength depends on the field direction, so the switching fields form a surface in three dimensions.

Electronic-structure programs with noncollinear spin and spin–orbit coupling offer a related setting: the magnetization can be held along a chosen direction and the energy read off. This guide shows how such energies lead to the switching surface, why the field that holds the magnetization is not the switching field, and how strong the constraint must be.

## What the fixed-direction energies supply

The element is treated as one rigid moment \(M=M_sV\) with direction \(\mathbf m\), \(|\mathbf m|=1\). Its energy divided by \(M\) is a field in tesla:

\[
e(\mathbf m)=\tfrac12\,\mathbf m\cdot A\mathbf m-\mathbf B\cdot\mathbf m,\qquad A=\mathrm{diag}(A_x,A_y,A_z),
\]

with \(A_x<A_y<A_z\), so \(x\) is the easy axis and \(z\) the hard one. Adding a constant to all three \(A_i\) adds a constant to \(e\), since \(|\mathbf m|=1\). Only two differences matter. At \(\mathbf B=0\) the total energy along axis \(i\) is \(E_i=MA_i/2\), hence

\[
p=A_y-A_x=\frac{2(E_y-E_x)}{M},\qquad q=A_z-A_y=\frac{2(E_z-E_y)}{M}.
\]

Three constrained calculations therefore suffice if the energy is quadratic and symmetry fixes the axes. In a cubic crystal the three cube-axis energies are equal and the leading crystal anisotropy is of fourth order, so \(p\) and \(q\) must then come from shape, strain, interfaces or growth. The magnetostatic shape energy of the finite element must be included once: if the electronic calculation omits it, it is added to \(A\).

## The field that makes a direction marginal

Move from \(\mathbf m\) along a great circle, \(\mathbf m\cos t+\mathbf u\sin t\), with \(\mathbf u\) a unit vector normal to \(\mathbf m\). Differentiating the energy at \(t=0\) gives

\[
e'=\mathbf u\cdot(A\mathbf m-\mathbf B),\qquad
e''=\mathbf u\cdot A\mathbf u-\mathbf m\cdot A\mathbf m+\mathbf B\cdot\mathbf m .
\]

The first vanishes for every \(\mathbf u\) if \(\mathbf B-A\mathbf m\) is parallel to \(\mathbf m\):

\[
\mathbf B=(A+\lambda)\mathbf m,\qquad \lambda=\mathbf B\cdot\mathbf m-\mathbf m\cdot A\mathbf m .
\]

Then \(e''=\mathbf u\cdot A\mathbf u+\lambda\). Let \(\mu_1\) be the smaller eigenvalue of \(A\) restricted to the tangent plane. The smallest Hessian eigenvalue is \(\mu_1+\lambda\), and it is zero for one value, \(\lambda=-\mu_1\). Each direction thus has one marginal field.

To find \(\mu_1\), subtract \(A_y\) and use \(A'=\mathrm{diag}(-p,0,q)\). Its trace on the tangent plane is the full trace minus \(\mathbf m\cdot A'\mathbf m\):

\[
T=-p(1-m_x^2)+q(1-m_z^2).
\]

For tangent unit vectors with \(\mathbf u\times\mathbf v=\mathbf m\), the determinant is

\[
(\mathbf u\cdot A'\mathbf u)(\mathbf v\cdot A'\mathbf v)-(\mathbf u\cdot A'\mathbf v)^2=(\mathbf u\times\mathbf v)\cdot(A'\mathbf u\times A'\mathbf v).
\]

Since \(A'\) is diagonal, each component of the last cross product is that of \(\mathbf m\) times the product of the two other diagonal elements. Only the \(y\) component survives, and the determinant is \(-pq\,m_y^2\). The shifted eigenvalues obey \(\nu^2-T\nu-pq\,m_y^2=0\). With \(R=\sqrt{T^2+4pq\,m_y^2}\) they are \((T\pm R)/2\), so \(\mu_1=A_y-s\) with

\[
s=\frac{R-T}{2}=\frac{2pq\,m_y^2}{R+T}.
\]

The second form follows from \(R^2-T^2=4pq\,m_y^2\) and avoids cancellation when \(T>0\). Because \(R\ge|T|\), \(s\ge0\); because no eigenvalue of \(A'\) lies below \(-p\), \(s\le p\). Inserting \(\lambda=s-A_y\) gives the scan formula

\[
\boxed{\mathbf B_c(\mathbf m)=\big((s-p)m_x,\;s\,m_y,\;(s+q)m_z\big)} .
\]

## Why the constraining field is a different quantity

A constraint need only cancel the torque. The smallest field doing so is the transverse part of \(A\mathbf m\), \(\mathbf B_\perp=A\mathbf m-(\mathbf m\cdot A\mathbf m)\mathbf m\). The marginal field has the same transverse part plus a component along \(\mathbf m\):

\[
\mathbf B_c=\mathbf B_\perp+(\mathbf m\cdot A\mathbf m-\mu_1)\,\mathbf m .
\]

The longitudinal component exerts no torque, yet it decides stability.

The worked example has \(p=126.58\) mT and \(q=313.29\) mT. For \(\mathbf m=(2,1,2)/3\), \(T=(5/9)(q-p)\approx103.7\) mT and \(R\approx168.5\) mT, so \(s\approx32.4\) mT. The marginal field is

\[
\mathbf B_c\approx(-94.2\times\tfrac23,\;32.4\times\tfrac13,\;345.7\times\tfrac23)\approx(-62.8,\,10.8,\,230.4)\ \text{mT},
\]

of magnitude 239.1 mT. Its part along \(\mathbf m\) is \((4/9)(q-p)+s\approx115.4\) mT, so the transverse part is \(\sqrt{239.1^2-115.4^2}\approx209\) mT. Under the transverse field alone this direction is stationary but unstable, with smallest eigenvalue \(-115.4\) mT.

## From marginal fields to switching fields

A zero eigenvalue does not by itself prove a jump. For that, fix the field \(\mathbf B=b\,\mathbf n\), with \(|\mathbf n|=1\), and write \(\sigma=\lambda+A_y\) for any stationary state. Then

\[
\mathbf m=b\left(\frac{n_x}{\sigma-p},\frac{n_y}{\sigma},\frac{n_z}{\sigma+q}\right),\qquad b^2g(\sigma)=1,
\]

\[
g(\sigma)=\frac{n_x^2}{(p-\sigma)^2}+\frac{n_y^2}{\sigma^2}+\frac{n_z^2}{(q+\sigma)^2}.
\]

A minimum needs \(\mu_1+\lambda\ge0\), that is \(\sigma\ge s(\mathbf m)\ge0\). Take \(n_x,n_y\ne0\) first.

For \(\sigma>p\), \(g\) falls from infinity to zero, giving one root. All elements of \(A+\lambda\) are positive there, so it is a minimum.

For \(0<\sigma<p\), \(g\) is convex and diverges at both ends. It gives two roots if \(b^2\min g<1\) and none if \(b^2\min g>1\). The determinant formula, applied to \(A+\lambda\), gives for the tangent Hessian

\[
\det=(\sigma-p)\sigma(\sigma+q)\left[\frac{m_x^2}{\sigma-p}+\frac{m_y^2}{\sigma}+\frac{m_z^2}{\sigma+q}\right]
=\tfrac12(p-\sigma)\sigma(\sigma+q)\,b^2g'(\sigma),
\]

because the bracket equals \(-b^2g'/2\). At the smaller root \(g'<0\), and the state is a saddle. At the larger root the determinant is positive; the larger eigenvalue, \((T+R)/2+\sigma\), is positive too, so the state is a minimum. The two meet at

\[
\boxed{B_{sw}(\mathbf n)=\Big[\inf_{0<\sigma<p}g(\sigma)\Big]^{-1/2}} .
\]

Each ray meets the surface once, with two minima inside and one outside. The metastable state has \(\sigma<p\), so its \(m_x\) is opposite in sign to \(B_x\); the surviving minimum has \(\sigma>p\) and the sign of \(B_x\). At the crossing \(m_x\) must change sign discontinuously: this is switching.

If \(n_x=0\), the two minima share \(\sigma=p\) and have \(m_x=\pm\sqrt{1-b^2g(p)}\). They merge continuously at \(m_x=0\). The surface values along \(y\) and \(z\), 126.58 and 439.87 mT, are such saturation fields and not jumps.

Two bounds follow. Setting \(\sigma=p/2\) gives \(g\le4/p^2\), while no denominator in \(g\) exceeds \((p+q)^2\). Hence

\[
p/2\le B_{sw}\le p+q .
\]

A scan of 65,341 directions gives extremes of 63.29 and 439.87 mT, which are these two limits.

The surface was also tested with damped precessional dynamics (Landau–Lifshitz–Gilbert equation, damping 0.5). In six field directions the field was ramped over 15 ns and held for 6 ns. The element stayed in its original well at \(0.97B_{sw}\) and switched at \(1.03B_{sw}\) in all six.

## Do not restrict the scan to a plane

Let the field lie in the \(xz\) plane, \(n_y=0\). The divergence of \(g\) at \(\sigma=0\) disappears, and \(g'(0)=2(n_x^2/p^3-n_z^2/q^3)\). If this is not negative, the infimum lies at \(\sigma=0\), and the section is an ellipse:

\[
\frac{B_x^2}{p^2}+\frac{B_z^2}{q^2}=1 .
\]

The metastable state lies in the plane, so \(\hat{\mathbf y}\) is a tangent direction with Hessian eigenvalue \(A_y+\lambda=\sigma\). It is this out-of-plane motion that becomes soft.

A calculation confined to the plane cannot see it. There \(\sigma\) may range down to \(-q\), and the minimum of \(g\) satisfies \(n_x^2/(p-\sigma)^3=n_z^2/(q+\sigma)^3\). Thus \(p-\sigma=k|n_x|^{2/3}\) and \(q+\sigma=k|n_z|^{2/3}\). Adding these fixes \(k\), and \(b=g^{-1/2}\) gives

\[
B_{plane}=\frac{p+q}{(|n_x|^{2/3}+|n_z|^{2/3})^{3/2}} .
\]

For a field 30° from \(-x\), the full sphere gives 142.3 mT and the plane 230.5 mT, an overestimate of 62% relative to the full result. If \(g'(0)<0\), the minimum lies at \(\sigma>0\) and the two results agree.

## How strong should the constraint be?

One way to hold the direction is a penalty \(\Lambda|\mathbf M-M\mathbf m_0|^2\), where \(\mathbf m_0\) is the target. For a rigid moment, division by \(M\) gives

\[
\Lambda M|\mathbf m-\mathbf m_0|^2=\kappa(1-\mathbf m\cdot\mathbf m_0),\qquad \kappa=2\Lambda M .
\]

Apart from a constant, this penalty is a field \(\kappa\mathbf m_0\), so the switching surface also governs the constrained search. Inside it, the search has two minima and its answer can depend on the starting direction.

The choice \(\kappa>p+q\) removes this for every target. A second minimum would have \(0\le\sigma\le p\). Every denominator in \(g\) would then be at most \((p+q)^2\), making \(|\mathbf m|^2\ge\kappa^2/(p+q)^2>1\), which is impossible. (A component with zero denominator must have zero target component, and can only add to \(|\mathbf m|^2\).)

The remaining misalignment \(\delta\) follows from the torque balance \(\kappa\sin\delta=|\mathbf B_\perp(\mathbf m)|\). Moreover,

\[
|\mathbf B_\perp|^2=\sum_i m_i^2A_i^2-\Big(\sum_i m_i^2A_i\Big)^2
\]

is the variance of the \(A_i\) with weights \(m_i^2\). A variance does not exceed the mean squared distance from any fixed value; taking the midpoint of \(A_x\) and \(A_z\) gives

\[
\sin\delta\le\frac{p+q}{2\kappa}.
\]

If the constrained energy had the example's \(p\) and \(q\), a unique minimum would be ensured above 440 mT, but a guaranteed error below 1° would need \(\kappa\approx12.6\) T. Along the principal axes \(\mathbf B_\perp=0\), and this misalignment vanishes.

This leads to the following procedure:

1. Compute \(E_x,E_y,E_z\) with \(\kappa>p+q\), using a first estimate of \(p+q\) and then checking it. Subtract any penalty energy.
2. Compute one oblique direction to test the quadratic form. Compare it at the direction actually reached, not at the target.
3. Add missing shape terms, form \(p\) and \(q\), and scan \(\mathbf m\) with the formula for \(\mathbf B_c\). For a prescribed field direction, minimize \(g\) instead.

A penalty that acts on the transverse component alone is even in \(\mathbf m\). It cannot distinguish \(\mathbf m_0\) from \(-\mathbf m_0\), and the criterion above does not apply. Nor does it cover moments whose length changes appreciably.

If step 2 reveals higher-order anisotropy \(e_0(\mathbf m)\), the marginal field is still available. It is the tangential gradient of \(e_0\) minus \(h_1\mathbf m\), where \(h_1\) is the smallest eigenvalue of the Hessian of \(e_0\) on the sphere, taken along great circles as above. Second derivatives in polar angles give a different and wrong value here, because \(\mathbf m\) is not stationary for \(e_0\) alone. This holds because a field adds \(\mathbf B\cdot\mathbf m\) to every Hessian eigenvalue. The proof of a single surface, however, used the quadratic form, and the number of minima must then be checked.

## A worked element

The example is an ellipsoid with full axes 32, 20 and 10 nm along \(x,y,z\). It has rough permalloy values \(M_s=800\) kA/m and exchange stiffness 13 pJ/m. Its anisotropy is magnetostatic: \(A_i=\mu_0M_sN_i\), with demagnetizing factors \(N=(0.1455,0.2714,0.5831)\), which gives the \(p\) and \(q\) used above.

For \(\mathbf n=(-2,2,1)/3\), the minimum of \(g\) is at \(\sigma=63.3\) mT, and \(B_{sw}=67.0\) mT (\(H=53.3\) kA/m). Just before the jump,

\[
m_x=\frac{67.01\times(-0.6667)}{63.30-126.58}=0.706,\quad
m_y=\frac{67.01\times0.6667}{63.30}=0.706,
\]

and \(m_z=67.01\times0.3333/376.59=0.059\). The other minimum is \((-0.965,0.258,0.046)\), a turn of about 120°.

How accurately must the energies be known? At the minimum of \(g\), a small shift of \(\sigma\) does not change \(g\) to first order. Differentiating \(B_{sw}=g^{-1/2}\) at fixed \(\sigma\) therefore gives

\[
\frac{\partial B_{sw}}{\partial p}=\frac{B_{sw}^3n_x^2}{(p-\sigma)^3}=\frac{|m_x|^3}{|n_x|},\qquad
\frac{\partial B_{sw}}{\partial q}=\frac{|m_z|^3}{|n_z|}.
\]

Here they are 0.53 and 0.0006. For this field direction, effort belongs in \(E_y-E_x\); the hard-axis energy hardly matters. A growth-induced anisotropy of 0.20 kJ/m³, acting wholly on \(p\), changes \(p\) by 0.50 mT and \(B_{sw}\) by about 0.26 mT. In energy it is only about 1.2 μeV per nm³, which shows the resolution required of a small simulation cell.

## When the surface is not the measured threshold

**Temperature.** Let \(a\) and \(c\) be stationary states in the same field. Since \(A\mathbf m_a=\mathbf B-\lambda_a\mathbf m_a\), \(e_a=-\tfrac12\mathbf B\cdot\mathbf m_a-\tfrac12\lambda_a\). Also \(\mathbf B\cdot\mathbf m_a=\mathbf m_c\cdot(A+\lambda_c)\mathbf m_a\), and likewise with the labels exchanged, so \(\mathbf B\cdot(\mathbf m_a-\mathbf m_c)=(\lambda_c-\lambda_a)\mathbf m_a\cdot\mathbf m_c\). Therefore

\[
e_c-e_a=\tfrac12(\lambda_a-\lambda_c)(1-\mathbf m_a\cdot\mathbf m_c)=\tfrac14(\lambda_a-\lambda_c)|\mathbf m_a-\mathbf m_c|^2 .
\]

Take \(a\) as the metastable minimum and \(c\) as the saddle with \(0<\sigma<p\). In weak fields there is a second saddle with \(\sigma<0\), but the formula shows that it lies higher, since its \(\lambda\) is smaller. Multiplication by \(M\) then gives the barrier. At zero field \(a\) and \(c\) lie along \(x\) and \(y\), and the barrier is \(Mp/2=1.06\) eV, or 41 \(k_BT\) at 300 K. Take an escape rate \(f_0e^{-\Delta E/k_BT}\) with a rough, constant \(f_0=10^9\) s⁻¹. Escape within a time \(t\) then needs \(\Delta E=k_BT\ln(f_0t)\). For 1 s this lowers the example's threshold from 67.0 to about 25 mT. For 10 ns it gives about 58 mT, a cruder estimate because the barrier is then only 2.3 \(k_BT\) and depends strongly on \(f_0\). Langer's rate formula, built from the curvatures at the minimum and the saddle, gives 2 to 6 GHz at these two fields for damping between 0.5 and 0.01 (an overestimate at low damping), so \(10^9\) s⁻¹ is only an order of magnitude.

**Field rise time.** With damping 0.01 and the field applied suddenly, the initial state has excess energy and can cross the saddle below \(B_{sw}\). Steps from 0.50 to 0.99 \(B_{sw}\), spaced by 0.01, were followed for 10 ns. The lowest that switched was 0.79 \(B_{sw}\), about 53 mT; energy alone permits crossing from 0.78 on this grid. Of the 21 steps from 0.79 upward, 20 ended in the reversed half. The exception crossed into the reversed half and returned. A step above the lowest switching value is therefore not guaranteed to switch.

**Nonuniform reversal.** In an ellipsoid a uniform magnetization produces a uniform field, so uniform and zero-mean fluctuations do not couple. The latter have a nonnegative magnetostatic cost and an exchange cost of at least \(2A_{ex}k^2/M_s\). For a convex body of diameter \(d\), the Payne–Weinberger inequality gives \(k\ge\pi/d\). Here this floor is 313 mT. Until the surface is reached, \(\lambda\ge-\mu_1\ge-A_y=-273\) mT, so the sum stays positive and the uniform mode softens first. This does not prove that the later motion stays uniform. The floor falls as \(1/d^2\), so larger elements can lose the guarantee.

**Real elements.** An element cut from a flat film is not an ellipsoid. Its edges make the internal field nonuniform, an effect not sized here. Of the effects sized for this field direction, thermal activation over 1 s is the largest: it removes about 62% of the zero-temperature switching field for the assumed \(f_0\), and a tenfold change in \(f_0\) shifts this by about 5 percentage points. The calculated surface is thus a zero-temperature, slow-field reference, to be corrected for waiting time and pulse shape before it is used as a writing threshold. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Full axes x, y, z (nm): (32.0, 20.0, 10.0)
Saturation magnetization: 800 kA/m
Exchange stiffness: 13.0 pJ/m
Volume: 3351.0 nm^3
Demagnetizing factors x, y, z: (0.14551, 0.27143, 0.58306)
Ax, Ay, Az (mT): (146.28, 272.87, 586.16)
p = 126.58 mT; q = 313.29 mT
Scanned magnetization m: (0.6667, 0.3333, 0.6667)
Its T = 103.72 mT; s = 32.38 mT
Its tangent eigenvalue mu1 = 240.49 mT
Its critical field (mT): (-62.81, 10.79, 230.44)
Its field magnitude: 239.09 mT
Directions in surface scan: 65341
Smallest surface field: 63.29 mT
Largest surface field: 439.87 mT
Switching fields along x, y, z (mT): (126.58, 126.58, 439.87)
Example field direction n: (-0.6667, 0.6667, 0.3333)
Example minimizing s: 63.30 mT
Example switching field: 67.01 mT
Example switching field H: 53.33 kA/m
Magnetization before jump: (0.7060, 0.7057, 0.0593)
Magnetization after relaxation: (-0.9649, 0.2584, 0.0459)
Jump angle: 119.75 degrees
xz-plane field angle from -x: 30.0 degrees
Full-sphere switching field there: 142.34 mT
Plane-restricted switching field there: 230.50 mT
Slow-ramp damping: 0.5; ramp: 15 ns; hold: 6 ns
Slow-ramp directions tested: 6 at 0.97, 1.03 Bsw
Temperature: 300 K; attempt rate: 1.0e+09/s
Zero-field barrier: 1.0590 eV
Zero-field barrier / kT: 40.96
Barrier at 0.7 Bsw / kT: 7.16
Thermal switching, 1 s: 25.40 mT
Thermal fraction of Bsw, 1 s: 0.3790
Thermal switching estimate, 10 ns: 57.66 mT
Thermal fraction of Bsw, 10 ns: 0.8604
Sudden-step damping: 0.01; observation time: 10 ns
Lowest scanned switching step / Bsw: 0.79
Lowest scanned switching step: 52.94 mT
Lowest energy-allowed scanned step / Bsw: 0.78
Switched steps: 20 of 50 (0.50 to 0.99 Bsw)
Nonuniform exchange-field floor: 313.24 mT
Ritz exchange field, softest mode: 576.95 mT
Growth anisotropy constant: 0.20 kJ/m^3
Growth anisotropy field: 0.50 mT
```
